# Equilibrium crystal shape on a substrate as a Legendre transform

## Scaling fixes the form

A crystal rests on a flat substrate, with height $h(\mathbf x)$ above it, $\mathbf x=(x_1,x_2)$. Its cost is a surface free energy $f(\mathbf p)$ per unit of projected area, where $\mathbf p=\nabla h$ is the slope. Multiply every length by $L$. Slopes do not change, so the total surface free energy $F$ grows as $L^2$ and the volume $V$ as $L^3$. Hence the least free energy obeys

$$F_{\min}\propto V^{2/3},\qquad \mu\equiv\frac{dF_{\min}}{dV}=\frac{2F_{\min}}{3V},$$

and one shape serves all volumes. The volume can only set a scale. Let $\lambda$ be that scale, with the unit of energy per volume. Then $\lambda h$ and $\lambda\mathbf x$ both have the unit of $f$, and so has $\partial f/\partial\mathbf p$, because a slope is a pure number. A relation between position and $\partial f/\partial\mathbf p$ is therefore dimensionally natural. The result is

$$\boxed{\;\lambda h(\mathbf x)=\min_{\mathbf p}\left[f(\mathbf p)+\sigma+\lambda\,\mathbf x\cdot\mathbf p\right]\;}\tag{1}$$

wherever the right side is positive. Here $\sigma$ is the crystal-substrate interface energy minus the energy of the bare substrate, per area. Equation (1) is a Legendre transform in which the variable conjugate to slope is $-\lambda\mathbf x$.

## Conventions and conditions

If $\gamma$ is the free energy per true area, a tilted element has true area $\sqrt{1+p^2}\,d^2x$, so $f=\gamma\sqrt{1+p^2}$, with $\gamma$ taken at the orientation of slope $\mathbf p$. For a crystal over a base $B$,

$$F[h]=\int_B[f(\nabla h)+\sigma]\,d^2x,\qquad V=\int_B h\,d^2x .$$

The base is connected and free to change, and $h=0$ on its edge. Temperature is uniform; strain, gravity and contact-line energy are omitted. Two conditions concern the substrate:

- The maximum of (1) must be positive. Otherwise the crystal spreads without limit.
- The height given by (1) must fall to zero continuously, without a vertical wall. If the crystal would overhang its base, a height function cannot describe it.

## Derivation from stationarity

Vary $h$ inside the base at fixed $V$, with multiplier $\mu$. Integrating by parts,

$$\delta(F-\mu V)=\int_B\left[\frac{\partial f}{\partial p_i}\partial_i\delta h-\mu\,\delta h\right]d^2x=-\int_B\delta h\left[\partial_i\frac{\partial f}{\partial p_i}+\mu\right]d^2x .$$

Thus $\partial_i(\partial f/\partial p_i)=-\mu$. This equation holds where $f$ is differentiable, and it has many solutions. The choice made next is justified by the global proof below, which also covers facets, where $f$ has a kink. Try

$$\frac{\partial f}{\partial\mathbf p}=-\lambda\mathbf x .\tag{2}$$

Its divergence is $-2\lambda$, so $\mu=2\lambda$. To integrate (2), take the differential

$$d\left(f-\mathbf p\cdot\frac{\partial f}{\partial\mathbf p}\right)=-\mathbf p\cdot d\frac{\partial f}{\partial\mathbf p}=\lambda\,\mathbf p\cdot d\mathbf x=\lambda\,dh .$$

The two terms in $d\mathbf p$ have cancelled. Therefore $\lambda h=f-\mathbf p\cdot\partial f/\partial\mathbf p+C$.

The edge fixes $C$. Move it outward by $\epsilon$ along its normal $\boldsymbol\nu$. Since $h$ must vanish on the new edge, $\delta h=-\epsilon\,\mathbf p\cdot\boldsymbol\nu$ on the old one. The boundary part of the variation is

$$\oint\left[(f+\sigma)\epsilon+\boldsymbol\nu\cdot\frac{\partial f}{\partial\mathbf p}\,\delta h\right]dl=\oint\epsilon\left[f+\sigma-\mathbf p\cdot\frac{\partial f}{\partial\mathbf p}\right]dl .$$

The last form uses the fact that $\mathbf p$ is parallel to $\boldsymbol\nu$ where $h$ is constant along the edge. The bracket must vanish at $h=0$, which gives $C=\sigma$. With (2),

$$\lambda h=f(\mathbf p)+\sigma+\lambda\mathbf x\cdot\mathbf p .$$

Equation (2) says that this expression is stationary in $\mathbf p$. For convex $f$ the stationary value is the minimum, which is (1).

## Proof that the shape is the global minimum

Stationarity does not exclude a better shape. The following argument does, and it does not need $f$ to be convex. Let $W$ be the body given by (1), with $\lambda$ chosen so that its volume is $V$.

**Energy of $W$.** As a minimum of functions linear in $\mathbf x$, $h$ is concave and so differentiable almost everywhere. At such a point let $\mathbf p_*$ be a minimizing slope. For every other point $\mathbf x'$, $\lambda h(\mathbf x')\le f(\mathbf p_*)+\sigma+\lambda\mathbf x'\cdot\mathbf p_*$, with equality at $\mathbf x'=\mathbf x$. So $h(\mathbf x')-\mathbf x'\cdot\mathbf p_*$ is largest at $\mathbf x$, and $\nabla h(\mathbf x)=\mathbf p_*$. Consequently

$$F[W]=\lambda\int_B(h-\mathbf x\cdot\nabla h)\,d^2x=\lambda(V+2V)=3\lambda V .$$

The $2V$ comes from integration by parts, with $\nabla\cdot\mathbf x=2$ and $h=0$ on the edge.

**A map between bodies.** Let $E$ be a competitor of volume $V$ with piecewise smooth height $u$. In an orthonormal frame with coordinates $y_1,y_2,y_3$, define $\Phi:E\to W$ as follows. $\Phi_1(y_1)$ cuts from $W$ the same volume that the plane $y_1$ cuts from $E$. Within matched planes, $\Phi_2(y_1,y_2)$ matches fractions of section area. Within matched lines, $\Phi_3$ matches fractions of length. With section areas $A$ and line lengths $\ell$,

$$\partial_1\Phi_1=\frac{A_E}{A_W},\quad \partial_2\Phi_2=\frac{\ell_E/A_E}{\ell_W/A_W},\quad \partial_3\Phi_3=\frac{\ell_W}{\ell_E}.$$

These are positive with product 1, so their sum, $\operatorname{div}\Phi$, is at least 3. The frame is chosen so that it is not aligned with straight pieces of the surface; $\Phi$ is then continuous up to almost every surface point, and the divergence theorem can be used.

**The bound.** Write the image of a surface point as $(\mathbf X,H)$, with $H$ its height. On the top of $E$ the outward area element is $(-\nabla u,1)\,d^2x$. Since the image lies in $W$, (1) gives, for the particular slope $\mathbf p=\nabla u$,

$$\lambda(H-\mathbf X\cdot\nabla u)\le f(\nabla u)+\sigma .$$

On the base the outward element is $(0,0,-1)\,d^2x$, and it contributes $-\lambda H\le0$. Therefore

$$3\lambda V\le\lambda\int_E\operatorname{div}\Phi\,d^3y=\lambda\oint\Phi\cdot d\mathbf A\le\int_B[f(\nabla u)+\sigma]\,d^2x=F[E].$$

**Uniqueness.** If $F[E]=3\lambda V$, all three derivatives equal 1. Then $\Phi_1=y_1+c$, and $A_E(y_1)=A_W(y_1+c)$. Shift $E$ so that the centroids coincide; this makes $c=0$ for every direction of the first axis, the excluded directions following by continuity. The Fourier transform of a body at wavevector $k\mathbf e$ is $\int A(y)e^{iky}dy$, with $A$ the section areas normal to $\mathbf e$. All Fourier components agree, so the bodies agree. Both stand on the substrate, so the shift was horizontal.

For a long ridge, with one horizontal coordinate, the divergence of (2) is $-\lambda$. Then $\mu=\lambda$, and the energy per length is $2\lambda$ times the cross-section area.

## What the shape reveals about $f$

A linear function $a-\lambda\mathbf x\cdot\mathbf p$ lies below $f$ at all slopes if and only if $a\le\min_{\mathbf p}[f+\lambda\mathbf x\cdot\mathbf p]=\lambda h-\sigma$. The convex hull of $f$ is the upper envelope of such functions:

$$f_{\rm hull}(\mathbf p)=\max_{\mathbf x}[\lambda h(\mathbf x)-\sigma-\lambda\mathbf x\cdot\mathbf p].$$

Here $h$ is continued below the substrate by (1). A visible crystal supplies only the slopes present between its top and its contact edge.

Take $f=1+2(p^2-\tfrac14)^2$ along one slope direction, in arbitrary energy units. At $p=0$, $f=1.125$ but the hull is 1. Slopes with $|p|<0.5$ are absent, and the two sides meet in a sharp ridge. The shape gives the value 1 there, so 1.125 cannot be recovered from it.

## Two cases in closed form

**Isotropic surface.** For constant $\gamma$, the best slope points toward the centre. With magnitude $s$ and $r=|\mathbf x|$, minimize $\gamma\sqrt{1+s^2}-\lambda rs$. This gives $\gamma s/\sqrt{1+s^2}=\lambda r$, and hence

$$\lambda h=\sqrt{\gamma^2-\lambda^2r^2}+\sigma .$$

The surface is a sphere of radius $\gamma/\lambda$, cut by the substrate at contact angle $\cos\theta=-\sigma/\gamma$. For $\sigma>0$ the height is still positive where the sphere becomes vertical; the true crystal overhangs and (1) no longer suffices. For $\sigma\le-\gamma$ there is no cap, and the crystal spreads.

**Facet with steps.** Near a facet the surface is a staircase. Take

$$f=f_0+\beta s+gs^3,\qquad \beta=\tau/b,$$

with $\tau$ the step free energy per length and $b$ the step height. The cubic term models a repulsion per step length that falls as the inverse square of the step spacing: the step density contributes one power of $s$ and the repulsion two. Step energy is taken independent of direction.

One must minimize $f_0+\sigma-as+gs^3$ over $s\ge0$, with $a=\lambda r-\beta$. For $a\le0$ the minimum is at $s=0$: this is a flat facet of radius $r_f=\beta/\lambda$. For $a>0$, $s=\sqrt{a/3g}$, and $gs^3=as/3$, so

$$\lambda h=T-\frac{2(\lambda r-\beta)^{3/2}}{3\sqrt{3g}},\qquad T=f_0+\sigma .\tag{3}$$

The exponent reflects the step interaction. A term $gs^2$ instead would give $s=a/2g$ and a drop proportional to $a^2$.

At the contact edge $h=0$. Since the drop in (3) equals $\tfrac23as=2gs^3$, the contact slope and the corresponding $a$ are

$$s_c=\left(\frac{T}{2g}\right)^{1/3},\qquad a_c=3gs_c^2 .$$

The base radius is $R=(\beta+a_c)/\lambda$. As $T\to0$, $a_c\to0$: the crystal becomes a thin plate, mostly facet, with height-to-radius ratio approaching $T/\beta$.

For the volume, use $V=\pi\int r^2dh$ and $t=1-\lambda h/T$. Equation (3) gives $\lambda r=\beta+a_ct^{2/3}$, so

$$\lambda^3V=\pi T\int_0^1(\beta+a_ct^{2/3})^2dt=\pi T\left[\beta^2+\frac65\beta a_c+\frac37a_c^2\right].\tag{4}$$

## Worked example: a crystallite in the regime of lead

The inputs are rough values for lead on a metal that it partly wets: $f_0=3.00$ eV/nm² (0.48 J/m²), $\sigma=-2.60$ eV/nm², $\tau=0.30$ eV/nm, $b=0.29$ nm, $g=1.50$ eV/nm², $V=10^6$ nm³ and 400 K.

Then $\beta=0.30/0.29=1.034$ eV/nm² and $T=0.40$ eV/nm². The contact slope is $(0.40/3.00)^{1/3}=0.511$, a contact angle of 27°, and $a_c=4.50\times0.511^2=1.175$ eV/nm². Equation (4) gives $\lambda^3V=3.920$ (eV/nm²)³, so

$$\lambda=(3.920/10^6)^{1/3}=0.01577\ \text{eV/nm}^3 .$$

The lengths follow by division:

- facet radius $1.034/0.01577=65.6$ nm;
- base radius $(1.034+1.175)/0.01577=140.1$ nm;
- height $0.40/0.01577=25.4$ nm, or about 87 steps.

The free energy is $3\lambda V=4.73\times10^4$ eV. The excess chemical potential per volume is $2\lambda=0.0315$ eV/nm³, equivalent to 5.05 MPa. With a rough atomic volume of 0.030 nm³ this is 0.95 meV per atom, small beside $kT=34.5$ meV.

The same crystal can be found without the transform. Divide the base into 300 rings of equal width, give each a constant slope, and minimize $F/V^{2/3}$ over the slopes with a bounded quasi-Newton method. Rescaled to $10^6$ nm³, the result has a free energy $9\times10^{-7}$ above $3\lambda V$, relative to $3\lambda V$. Its heights differ from (3) by at most $7\times10^{-5}$ of the crystal height. At $r=100$ nm both give 17.41 nm. By contrast, the best paraboloid of the same volume costs 1.48 % more.

## Neglected effects

**Surface model.** The contact slope 0.51 means steps only $0.29/0.51\approx0.57$ nm apart, so a small-slope expansion is strained there. Adding $0.5s^4$ eV/nm² to $f$, with volume and other inputs fixed, changes facet radius, base radius and height to 64.8, 142.1 and 25.1 nm. Lowering the step free energy by 10 % instead gives 61.4, 138.9 and 26.4 nm. In this second case the facet radius responds most, by about 6 %.

**Strain and contact line.** A uniform biaxial misfit strain of 0.1 %, with a rough biaxial modulus of 50 GPa (energy density: modulus times strain squared), stores at most 0.66 % of $F$; elastic relaxation lowers this. The bound grows as the square of the strain, to 16.5 % at 0.5 % and 66 % at 1 %. Thermal mismatch alone can give lead on a metal a few tenths of a percent, so strain is negligible only if the interface relieves most of the misfit. A contact-line energy of 0.10 eV/nm adds $2\pi R\times0.10$ eV, or 0.19 % of $F$.

**Reaching equilibrium.** To change its height, a defect-free facet must gain or lose a layer. A round layer of radius $r$, with atoms supplied at fixed $\mu=2\lambda$, costs

$$E(r)=2\pi r\tau-\pi r^2b\mu=2\pi br(\beta-\lambda r).$$

This vanishes at $r=r_f$: a layer covering the whole facet costs nothing, as equilibrium requires at this order. Halfway, at 32.8 nm, there is a maximum

$$E_{\max}=\frac{\pi\tau r_f}{2}=\frac{\pi\times0.30\times65.6}{2}=30.9\ \text{eV}\approx900\,kT .$$

Removing a layer follows the same path backwards. The estimate omits the repulsion between the layer's edge and the step bounding the facet. Even so, thermal nucleation cannot carry this crystallite to the computed shape. For adding a layer at another $\mu$, $E_{\max}=\pi\tau^2/(b\mu)$, so bringing this barrier down to $30\,kT$ would take a $\mu$ about 30 times larger. Removal from a crystallite that is too tall is different, because its facet is smaller. With $r_c=\tau/(b\mu)$, the barrier is $E(r_c)-E(r_f)=\pi b\mu(r_f-r_c)^2$, which becomes small as $r_f$ approaches $r_c$. Such a crystallite can lose layers at first, but the barrier grows as it nears the equilibrium shape.

**Beside real lead.** A surface energy near half a joule per square metre and a temperature well below melting are reasonable for lead. The step energy is high for lead: measured values for steps on Pb(111) lie near 0.1 eV/nm. With $\tau=0.10$ eV/nm and the other inputs fixed, facet radius, base radius and height become 30.1, 132.6 and 34.9 nm, and the layer barrier falls to 4.7 eV, about $140\,kT$, which is still too high for thermal nucleation. The values of $g$ and $\sigma$ are model choices; $\sigma$ must be fitted to the contact angle of the actual substrate. Real step energies depend on direction, so the facet need not be round, and further facets may appear on the sides. The assumption most at risk is equilibrium itself. A crystallite with a dislocation that supplies steps at the facet can avoid layer nucleation; one without it may keep a height inherited from its growth. That error is set by history, not by (1), so a measured facet radius should be converted to a step energy only after equilibration has been established.

## Implementation

1. Tabulate $f(\mathbf p)$ on a slope grid. Set $\lambda=1$ and take the minimum in (1) at each point of a position grid.
2. Check that minimizing slopes do not lie on the border of the slope grid. Omitted slopes can only raise the computed $h$.
3. Keep the region $h>0$ and integrate its volume $V_1$. A vertical wall at the edge does not show as a jump, because a minimum over finitely many slopes is continuous. It shows as minimizing slopes that stay on the border of the slope grid near $h=0$, however far that grid is extended. The borderline case of a 90° contact angle, where the surface turns vertical just at $h=0$, shows the same sign without a wall.
4. Set $\lambda=(V_1/V)^{1/3}$, and divide all positions and heights by $\lambda$.
5. Compute $F$ directly from the gradients of $h$ and compare it with $3\lambda V$. A mismatch signals a wrong edge, a coarse position grid or, when $f(-\mathbf p)\ne f(\mathbf p)$, a wrong sign of $\lambda\mathbf x\cdot\mathbf p$; for $f$ even in $\mathbf p$ the sign does not change the shape. Agreement does not test the slope grid or the value of $\sigma$: a shape built from too few slopes, or from a wrong $\sigma$ that is also used in evaluating $F$, still gives $F\approx3\lambda V$. Refine the slope grid separately until the shape stops changing.

With energies in eV/nm² and volume in nm³, step 4 gives lengths in nm. No differential equation is solved, and the borders of facets and the sharp edges need not be tracked. The slope grid must, however, contain the slope of each facet, here $\mathbf p=0$; otherwise the flat top is replaced by a shallow point.
